Pidgeon-Brown Landau levels: why negative-index components must be deleted

**Definitions and conventions**

A magnetic field B points along z, taken as a cube axis [001] of the crystal, and the electron charge is −e. Energies are measured from the valence edge at B = 0. The eight band-edge states are S, X, Y, Z, each with spin up or down. The parameters are the gap E_g, the spin-orbit splitting Δ, the Kane energy E_P, and the reduced valence parameters γ1, γ2, γ3, κ. "Reduced" means that they contain the bare-electron terms and the remote bands, but not the coupling between S and X, Y, Z, which is kept explicitly. Without remote bands they would be γ1 = −1, γ2 = γ3 = 0 and κ = −1/3. Remote bands are neglected in the conduction band, and the bare electron g-factor is taken as 2. Further symbols are

l² = ħ/(eB), μ = μ_B B = ħ²/(2m₀l²), p = √(E_P μ), q = k_z l, γ̄ = (γ2+γ3)/2.

The Kane momentum parameter P obeys P² = E_P ħ²/(2m₀), so p = P/l.

With k = (−iħ∇ + eA)/ħ, the in-plane components obey [k_x,k_y] = −i/l². For k_± = k_x ± ik_y this gives

[k₋,k₊] = i[k_x,k_y] − i[k_y,k_x] = 2i[k_x,k_y] = 2/l².

Hence k₋ = √2 a/l and k₊ = √2 a†/l satisfy [a,a†] = 1. On oscillator functions, a f_m = √m f_{m−1} and a†f_m = √(m+1) f_{m+1}. Also k_x²+k_y² = (k₊k₋+k₋k₊)/2 = (2a†a+1)/l².

**The Hamiltonian before any labelling**

In the Cartesian basis S couples to X, Y, Z through Pk_x, Pk_y, Pk_z. The S energy is E_g + μl²k². The remote valence terms are

H_XX = −μl²[(γ1+4γ2)k_x² + (γ1−2γ2)(k_y²+k_z²)],
H_XY = −6γ3μl²{k_x,k_y}, {A,B} = (AB+BA)/2,

and their cyclic partners. The remaining valence terms are the spin-orbit energy (Δ/3)(L·σ−1) and the Zeeman energy μ[−(3κ+1)L_z+σ_z]; S has μσ_z. In the J = 3/2 states L = 2J/3 and σ = 2J/3, so the Zeeman term becomes −2κμJ_z, which fixes the meaning of κ.

Split the in-plane part of H_XX into

−μl²[(γ1+γ2)(k_x²+k_y²) + 3γ2(k_x²−k_y²)],

with the opposite sign of the second term in H_YY. The axial model replaces γ2 in that second term, and γ3 in H_XY, by γ̄. Take |±1⟩ = ∓(X±iY)/√2 and |0⟩ = Z. Then

⟨+1|H|−1⟩ = −½(H_XX−H_YY−2iH_XY)
= 3γ̄μl²[k_x²−k_y²−2i{k_x,k_y}]
= 3γ̄μl²k₋² = 6γ̄μa².

The discarded part has γ2−γ̄ in the first piece and γ3−γ̄ = −(γ2−γ̄) in the second, which turns k₋² into k₊². This is the warping of the bands. The other couplings follow in the same way:

⟨S|H|+1⟩ = −Pk₊/√2 = −pa†, ⟨S|H|−1⟩ = pa, ⟨S|H|0⟩ = pq,
⟨+1|H|0⟩ = 6γ3μqa, ⟨0|H|−1⟩ = −6γ3μqa.

Each kept term that raises the oscillator index by some amount lowers the angular momentum by the same amount. For example, a² acts while the orbital changes from −1 to +1. So a†a + J_z is conserved. The discarded term pairs k₊² with the same orbital change and alters the sum by 4.

Conservation fixes the index of every component once one of them, S↑, is called n. With HH, LH and SO for heavy hole, light hole and split-off, and ± for the sign of J_z, the indices are

S↑: n; HH+: n−1; LH+, SO+: n;
S↓, LH−, SO−: n+1; HH−: n+2.

**The two sets at k_z = 0**

At q = 0 the eight components separate into set a = (S↑, HH+, LH−, SO−) and set b = (S↓, HH−, LH+, SO+). For set a use

LH− = √(1/3)|−1↑⟩ + √(2/3)|0↓⟩,
SO− = √(1/3)|0↓⟩ − √(2/3)|−1↑⟩.

Both have index n+1. Let w = 2(n+1)+1 = 2n+3. Without spin-orbit energy the two product states have energies

A = −μ(γ1+γ2)w + μ(3κ+2), C = −μ(γ1−2γ2)w − μ.

The combinations (A+2C)/3, (2A+C)/3 − Δ and (√2/3)(C−A) are the LH−, SO− and mixed entries. Set a is therefore

E_S = E_g + μ(2n+2)
E_HH+ = −μ[(γ1+γ2)(2n−1)+3κ]
E_LH− = −μ[(γ1−γ2)w−κ]
E_SO− = −Δ − μ[γ1w−2κ−1]
S/HH+ = −p√n
S/LH− = p√((n+1)/3)
S/SO− = −p√(2(n+1)/3)
HH+/LH− = 2√3 γ̄μ√n√(n+1)
HH+/SO− = −2√6 γ̄μ√n√(n+1)
LH−/SO− = √2 μ[γ2w−κ−1].

For set b, LH+ = √(2/3)|0↑⟩ + √(1/3)|+1↓⟩ and SO+ = √(2/3)|+1↓⟩ − √(1/3)|0↑⟩, both with index n. With v = 2n+1, the product energies are C′ = −μ(γ1−2γ2)v + μ and A′ = −μ(γ1+γ2)v − μ(3κ+2). Forming (2C′+A′)/3, (C′+2A′)/3 − Δ and (√2/3)(A′−C′) gives

E_S = E_g + μ(2n+2)
E_HH− = −μ[(γ1+γ2)(2n+5)−3κ]
E_LH+ = −μ[(γ1−γ2)v+κ]
E_SO+ = −Δ − μ[γ1v+2κ+1]
S/HH− = p√(n+2)
S/LH+ = −p√((n+1)/3)
S/SO+ = −p√(2(n+1)/3)
HH−/LH+ = 2√3 γ̄μ√(n+1)√(n+2)
HH−/SO+ = 2√6 γ̄μ√(n+1)√(n+2)
LH+/SO+ = −√2 μ[γ2v+κ+1].

**The naive scheme and its first failure**

The smallest n for which any component has a permitted index is n = −2, where HH− has index 0. The naive scheme runs n from −2 upward and diagonalizes all eight components each time.

At n = 0 one component, HH+, has index −1. Each of its three couplings to the rest contains the factor √n = 0, so it stands alone at

E_false = −μ[(γ1+γ2)(−1)+3κ] = μ(γ1+γ2−3κ).

The kinetic factor 2m+1 has become −1. A heavy hole thus receives negative in-plane kinetic energy in the hole sense, and its level moves up from the valence edge whenever γ1+γ2 > 3κ. The true n = −2 level is HH− with index 0,

E = −μ[(γ1+γ2)−3κ],

the exact negative of the false one.

No wave function belongs to the false level. For any normalized f, ⟨f|a†a|f⟩ = ‖af‖² ≥ 0, whereas index −1 would require −1. The ladder rules make the same point: lowering f_0 gives zero, so the ladder has no member below it.

**What retention does in general**

Continue the rules formally to negative m, with √m the principal complex root. The identities a†a = m and aa† = m+1 survive, so the matrix looks regular. Any product of ladder operators that connects a negative index to a non-negative one must include the step between −1 and 0. Raising from −1 gives √(−1+1) = 0, and lowering from 0 gives √0 = 0. Terms without ladder operators do not change the index. The formal matrix is therefore

M(n) = M_true(n) ⊕ M_false(n)

for every k_z in this model. Retention does not shift a true level. It appends the eigenvalues of M_false. Counting negative indices gives 7, 4 and 1 false levels at n = −2, −1, 0, and none for n ≥ 1.

Because true levels remain in place, checking a few known levels cannot reveal the fault. The number of levels must be checked too.

At n = −1, set a contains S↑ with index −1 and HH+ with index −2. Their squared coupling is (−p√−1)² = −p². With

E_S = E_g, E_H = μ[3(γ1+γ2)−3κ],

the 2×2 determinant (E−E_S)(E−E_H) + p² = 0 gives

E = (E_S+E_H)/2 ± √[((E_S−E_H)/2)² − p²].

Ordinary coupling repels two levels; this one attracts them. They merge when p = (E_S−E_H)/2 and form a complex pair just above that field. If E_H is neglected, merging occurs near μ = E_g²/(4E_P), which is set by the gap and the Kane energy.

**Where the false energies come from**

The false levels are true levels of the other set continued to negative field. Put n′ = −n−2 and μ′ = −μ in set b, so that p′² = −p². Its S energy becomes E_g − μ(−2n−2) = E_g + μ(2n+2), as in set a. Its heavy-hole energy becomes μ[(γ1+γ2)(1−2n)−3κ], again the set-a entry. Since 2n′+1 = −w, the LH and SO energies agree as well.

For the couplings, n′+2 = −n and n′+1 = −(n+1). The squares match:

p′²(n′+2) = p²n, p′²(n′+1) = p²(n+1),
μ′²(n′+1)(n′+2) = μ²n(n+1).

The LH/SO entry changes sign, so the products around triangles must also be compared. With G = γ2w−κ−1, both sets give

S-HH-LH: −2p²γ̄μn(n+1)
S-HH-SO: −4p²γ̄μn(n+1)
S-LH-SO: −(2/3)p²μ(n+1)G
HH-LH-SO: −24γ̄²μ³n(n+1)G.

A product around a four-membered loop equals two triangle products divided by the square of their shared coupling. Where a coupling vanishes, the equality follows by continuity. A symmetric 4×4 determinant contains the diagonal entries, squared couplings and these loop products, so

D_a(E; n, μ) = D_b(E; −n−2, −μ).

For example, set a at n = −2, which is wholly false, is set b at n = 0 with the field parameter reversed in sign. Reversing μ here also makes p² negative. It is an algebraic continuation, not the physical reversal of the field, which would return a real spectrum.

**Repairs that do not work**

One might restore hermiticity by filling the upper triangle and writing its complex conjugate below. For the n = −1 pair this replaces −p² by +p². The energies become real at all fields, but they still belong to no function. The zero links between the blocks are unaffected, so the true levels again stay put. False levels joined by imaginary couplings move; the single false level at n = 0 does not.

The coding of the roots matters too. At n = −2 the formal product √n√(n+1) is (i√2)(i) = −√2, whereas √(n(n+1)) is +√2. This reverses the sign of the S-HH-LH and S-HH-SO products in set a and changes its characteristic polynomial. An energy that depends on such a choice is not a prediction of the Hamiltonian.

Starting the loop at n = 1 avoids false levels but also discards the 1, 4 and 7 true levels at n = −2, −1, 0. At 5 T in the example below, these include the lowest conduction level and the highest valence level.

**The resulting scheme**

For each n = −2, −1, 0, …:

1. Compute the eight indices from the list above.
2. Keep the components whose index is at least zero.
3. Build and diagonalize the matrix for those components.

The block sizes are 1, 4, 7, 8, 8, …. Every product of an oscillator function and a band-edge state occurs in one block, so the blocks together cover the whole space. Each level has one state per flux quantum for a given k_z. The upper end of n is set by the energy range: the heavy-hole ladder is dense and needs more blocks than the first few conduction levels.

With warping restored, blocks differing by 4 in n are coupled. The scheme then needs a larger matrix, but the same components are absent from it.

**The weak-field limit**

The deleted matrices must return the band-edge mass and g-factor. Let m be the index of S. To first order in μ, with p² = E_Pμ, second-order perturbation theory gives for spin up

E↑(m) = E_g + μ(2m+2) + E_Pμ[m/E_g + (m+1)/(3E_g) + 2(m+1)/(3(E_g+Δ))],

and for spin down

E↓(m) = E_g + 2μm + E_Pμ[(m+1)/E_g + m/(3E_g) + 2m/(3(E_g+Δ))].

The spacing in m is 2μm₀/m*, and the difference E↑−E↓ at equal m is gμ. Hence

m₀/m* = 1 + (E_P/3)[2/E_g + 1/(E_g+Δ)],
g = 2 − (2E_P/3)Δ/[E_g(E_g+Δ)].

At m = 0 the heavy-hole term in E↑ vanishes, as deletion of HH+ requires.

**Example: parameters in the regime of InSb**

Take the rough values E_g = 0.24 eV, Δ = 0.80 eV, E_P = 23 eV, (γ1, γ2, γ3) = (3.0, 0.2, 0.8) and κ = −0.7. The formulas give m* = 0.01384 m₀ and g = −47.15. The full deleted matrices at 0.01 T give 0.01385 m₀ and −47.13.

At B = 5 T, l = 11.47 nm, μ = 0.2894 meV and p = 81.59 meV. The false n = 0 level lies at

0.2894 × (3.0+0.2+2.1) = 1.534 meV,

while the true n = −2 level is at −1.534 meV. The highest true valence level at k_z = 0 is −0.755 meV and the lowest conduction level is 253.443 meV, so the gap between levels is 254.2 meV. Keeping the single false level reduces it to 251.9 meV. The false edge rises by 0.307 meV/T and could be mistaken for a field-dependent band edge.

For the n = −1 pair, E_H = 0.2894 × 11.7 = 3.386 meV. The mean energy is 121.69 meV, half the separation is 118.31 meV, and

√(118.31² − 81.59²) ≈ 85.7 meV.

The false levels are at 36.0 and 207.4 meV, deep inside the gap. They merge at 10.20 T; the estimate without E_H gives 10.8 T. Hermitian filling moves them to −22.0 and 265.4 meV. The second is then only 0.6 meV from the true conduction level at 264.8 meV, where it is harder to notice.

Over n = −2, −1, 0 there are twelve false eigenvalues. Seven are real and inside the gap, three are near −Δ, and two form the complex pair 120.2 ± 48.9i meV. The continuation rule can be read from the numbers. The true set-a levels at n = 0 sum to −564.775 meV, and the false set-b levels at n = −2 sum to −555.225 meV. Their average is −560.000 meV = E_g−Δ, because the trace is linear in μ and the two sets have opposite μ.

An independent test diagonalized the Cartesian Hamiltonian in the gauge k_x = −i d/dx, k_y = x/l², on 61 points spaced by 0.3l. States with mean oscillator index of 15 or more were removed, since the grid's edges can hold artificial states. Between −5.4 and 331.7 meV the grid and the deleted matrices both gave 15 levels, differing by less than 10⁻¹² meV. The grid had none in the gap. At q = 0.7, in a window chosen in the same way, both gave 16 levels with the same quality of agreement.

**Use for real InSb**

The mass and g-factor are close to the roughly 0.014 m₀ and −50 of low-temperature InSb. At 5 T the first set-a cyclotron energy is 34.0 meV, below the parabolic value 2μm₀/m* ≈ 41.8 meV. The lowest spin splitting is 11.4 meV, below |g|μ ≈ 13.6 meV. Both reductions express the nonparabolic conduction band.

The valence ladder is more delicate. For the example parameters, restoring warping at k_z = 0 moves the top four valence levels by less than 0.08 meV, and the lowest four conduction levels by less than 0.001 meV. These shifts grow with γ3−γ2: raising it from 0.6 to 1.0 by setting γ2 = −0.2 gives 0.14 meV and 0.0011 meV. Inversion asymmetry, absent here, couples the lowest conduction levels with a strength of 0.4 to 0.9 meV for a rough Dresselhaus coefficient of 0.8 eV nm³. At k_z = 0 this coupling is off-diagonal in spin, so it acts in second order and the lowest six conduction levels shift by about 0.05 meV or less. The matrix elements grow with the oscillator index, and among the first twenty levels the shift reaches about 0.9 meV. The S–valence term that produces this coefficient moves the top four valence levels by less than 0.005 meV. A k-linear valence term and a Zeeman term cubic in J are also absent and are not estimated here. The top two valence levels are only 0.26 meV apart, so such terms need not be large to affect their spacing. The fine valence spacings also depend on the rough parameters: changing γ2 from 0.2 to −0.2, with γ̄ following from 0.5 to 0.3, reduces this spacing to 0.16 meV and the heavy-hole mass along z from 0.38 to 0.29 m₀. A carrier of mass m and mobility M has the transport scattering time τ = mM/e, and ħ/τ is a rough lower estimate of the level broadening. Take rough mobilities of 10⁵ cm²/Vs for electrons and 10⁴ cm²/Vs for holes, with the mass m* for electrons and the heavy-hole mass along z, m₀/(γ1−2γ2) ≈ 0.38 m₀, for holes. These estimates are about 0.8 meV for electrons and 0.3 meV for holes. Small-angle scattering, as by charged impurities, hardly lowers the mobility but still broadens the levels, so the actual widths can be several times larger.

Thermal energy is 0.36 meV at 4.2 K, already above the 0.26 meV spacing of the top two valence levels. At 77 K it is 6.6 meV, so holes spread over many valence levels, while the conduction cyclotron energy remains larger than kT. At 5 T and zero temperature, with broadening neglected, the second conduction level begins to fill at an electron density of about 2.65×10¹⁶ cm⁻³. In quantum wells k_z becomes an operator and strain adds further terms. If these preserve axial symmetry, the index list and the deletion rule carry over, but the energies given here do not. The program prints the levels at k_z = 0 for n = −2 to 1.

Computed results

```
gap, spin-orbit, Kane energy: 0.24, 0.8, 23.0 eV
reduced gamma1, gamma2, gamma3, kappa: 3.0, 0.2, 0.8, -0.7
field: 5.0 T; magnetic length: 11.474 nm
mu = mu_B B: 0.2894 meV; p: 81.588 meV
band-edge mass: 0.01384 m0; g-factor: -47.15
weak-field test at 0.01 T: mass 0.01385 m0, g -47.13
block sizes for n = -2..4: [1, 4, 7, 8, 8, 8, 8]
false levels for n = -2..4: [7, 4, 1, 0, 0, 0, 0]
grid: 61 points, step 0.3 magnetic lengths
window at kz=0: -5.401 to 331.718 meV, 15 levels
largest grid difference, kz=0: 3.9e-13 meV
largest grid difference, q=0.7: 4.4e-13 meV, 16 levels
FALSE n=-2 set a (meV): -795.058, 0.755, 120.161-48.911i, 120.161+48.911i
true  n=-2 set b (meV): -1.534
FALSE n=-2 set b (meV): -792.994, 12.666, 225.103
true  n=-1 set a (meV): -800.984, -1.013
FALSE n=-1 set a (meV): 36.020, 207.366
true  n=-1 set b (meV): -28.205, 264.819
FALSE n=-1 set b (meV): -799.016, 1.013
true  n=0 set a (meV): -806.969, -11.249, 253.443
FALSE n=0 set a (meV): 1.534
true  n=0 set b (meV): -805.098, -56.307, -0.755, 296.140
true  n=1 set a (meV): -813.011, -40.451, -1.886, 287.476
true  n=1 set b (meV): -811.239, -80.125, -2.154, 322.867
highest true valence level, kz=0: -0.755 meV
lowest true conduction level: 253.443 meV
true gap at kz=0: 254.198 meV
gap if n=0 false level is kept: 251.909 meV
real false levels in gap: 7; grid levels in gap: 0
slope of n=0 false level: 0.3068 meV/T
n=-1 set a false pair merges at: 10.202 T
same pair, matrix filled as Hermitian (meV): -22.019, 265.405
first cyclotron energy, set a: 34.033 meV
lowest spin splitting: 11.377 meV
warping shift, top 4 valence levels: 0.0751 meV
warping shift, lowest 4 conduction levels: 0.000401 meV
rough Dresselhaus coefficient: 0.8 eV nm^3
inversion-asymmetry scale: 0.53 meV
rough mobilities, electron and hole: 1e+05, 1e+04 cm2/Vs
heavy-hole mass along z: 0.385 m0
broadening, electron and hole: 0.84, 0.30 meV
thermal energy at 4.2 K: 0.362 meV
thermal energy at 77.0 K: 6.635 meV
valence maximum over kz: -0.755 meV at q = 0.00
density where second conduction level fills: 2.65e+16 cm^-3
```
